# Quantum capacitance of bilayer graphene: where it reaches twice its neutrality value

## Problem

An AB-stacked graphene bilayer lies midway between two identical metal gates that are tied together. Its in-plane velocity is $v=1.0\times10^6$ m/s and its interlayer coupling is $\gamma_1=0.39$ eV. By symmetry the two layers stay at equal potential, so no gap opens. Neglect trigonal warping, other interlayer hoppings, energy differences between the atomic sites, disorder and electron-electron interactions beyond the electrostatics of the gates.

(a) At zero temperature, at what Fermi energy $E$, measured from neutrality, does the quantum capacitance first reach twice its neutrality value?

(b) Each gate oxide is 5 nm thick with relative permittivity 16. By what factor does the capacitance measured at the gate terminal rise between neutrality and that Fermi energy?

(c) What becomes of the doubling at 300 K?

Let $n$ be the density of electrons minus holes. Raising the Fermi level by $dE$ takes a voltage $dE/e$ and adds a charge of magnitude $e\,dn$, so the quantum capacitance per area is

$$C_Q=\frac{e\,dn}{dE/e}=e^2\frac{dn}{dE}.$$

## A tempting solution

Write $w=\hbar vk$. Near neutrality the electron band is a parabola,

$$E\simeq\frac{w^2}{\gamma_1}=\frac{\hbar^2k^2}{2m},\qquad m=\frac{\gamma_1}{2v^2},$$

with $m$ about 0.034 electron masses. A parabola in two dimensions has a constant density of states, so $C_Q$ stays at its neutrality value. A second electron band, of the same mass, begins at $E=\gamma_1$. Two equal constant contributions then add, and $C_Q$ doubles at 0.39 eV.

## Where it fails

The parabola is the first term of an expansion of the full band, derived below:

$$E=-\frac{\gamma_1}{2}+\frac{\gamma_1}{2}\sqrt{1+\frac{4w^2}{\gamma_1^2}}=\frac{w^2}{\gamma_1}-\frac{w^4}{\gamma_1^3}+\dots$$

It requires $4w^2/\gamma_1^2\ll1$. At $E=\gamma_1$ the full band has $w^2=2\gamma_1^2$, which makes this quantity 8. The argument carries a small-$k$ formula up to the edge of the second band, where it does not hold. The count of bands is right, but the density of states of the first band has been wrongly frozen at its neutrality value.

## Solution of (a)

**Bands.** Let A1, B1 be the sites of layer 1 and A2, B2 those of layer 2, with B1 directly coupled to A2. For a wave vector at polar angle $\varphi$, the in-plane matrix elements are $we^{\pm i\varphi}$. Absorbing a factor $e^{-i\varphi}$ into the A1 amplitude and $e^{i\varphi}$ into the B2 amplitude removes these phases. The amplitudes $a_1,b_1,a_2,b_2$ then obey

$$Ea_1=wb_1,\quad Eb_1=wa_1+\gamma_1a_2,\quad Ea_2=\gamma_1b_1+wb_2,\quad Eb_2=wa_2.$$

Exchanging the layers ($a_1\leftrightarrow b_2$, $b_1\leftrightarrow a_2$) leaves the equations unchanged. Sums and differences therefore separate. With $c_\pm=a_1\pm b_2$ and $d_\pm=b_1\pm a_2$,

$$Ec_\pm=wd_\pm,\qquad Ed_\pm=wc_\pm\pm\gamma_1d_\pm.$$

Multiply the second equation by $E$ and insert the first:

$$E^2\mp\gamma_1E=w^2 .$$

The lower sign gives $E=-\gamma_1/2\pm\sqrt{\gamma_1^2/4+w^2}$. Its positive root is the electron band that starts at neutrality. The upper sign gives the mirror image: its positive root starts at $\gamma_1$, and its negative root is the hole band that starts at neutrality.

**Carrier density.** For $0<E<\gamma_1$ one electron band is occupied, up to $k_F$, where

$$(\hbar vk_F)^2=E(E+\gamma_1).$$

Spin and valley give a degeneracy of 4, so

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}=\frac{E(E+\gamma_1)}{\pi\hbar^2v^2}.$$

For $-\gamma_1<E<0$ the holes give $n=-(E^2-\gamma_1E)/(\pi\hbar^2v^2)$, whose derivative is proportional to $\gamma_1-2E=\gamma_1+2|E|$. Both signs of $E$ are thus covered by

$$C_Q=\frac{e^2(\gamma_1+2|E|)}{\pi\hbar^2v^2},\qquad \frac{C_Q(E)}{C_Q(0)}=1+\frac{2|E|}{\gamma_1}\qquad(|E|<\gamma_1).$$

The limits from the two sides agree at $E=0$, so the neutrality value is well defined. Setting the ratio to 2 gives

$$|E|=\frac{\gamma_1}{2}=0.195\ \text{eV}.$$

The second band is still empty there. The doubling comes from the bending of the first band away from the parabola: at this energy $4w^2/\gamma_1^2=3$.

**No other solution.** Above $\gamma_1$ the second band adds $E(E-\gamma_1)/(\pi\hbar^2v^2)$ to the density. The total is $2E^2/(\pi\hbar^2v^2)$, and the capacitance ratio is $4|E|/\gamma_1$. The ratio thus climbs from 1 to 3, jumps to 4 at $\gamma_1$, and keeps rising. It equals 2 at one value of $|E|$. At 0.39 eV, the tempting answer, it has already reached 3 from below.

**Numbers.** With $\hbar v=0.6582$ eV nm,

$$\frac{C_Q(0)}{e^2}=\frac{0.39}{\pi(0.6582)^2}=0.2865\ \text{eV}^{-1}\text{nm}^{-2}.$$

One $e^2\,\text{eV}^{-1}\text{nm}^{-2}$ is 16.02 µF/cm², so $C_Q(0)=4.59$ µF/cm² and $C_Q(0.195\ \text{eV})=9.18$ µF/cm². The density at the doubling point is

$$n=\frac{0.195\times0.585}{\pi(0.6582)^2}\ \text{nm}^{-2}=8.38\times10^{12}\ \text{cm}^{-2}.$$

The velocity cancels from the ratio. A root search on numerically diagonalised bands, which does not use the formula for $C_Q$, finds 0.1950 eV, and the same value when $v$ is reduced by a fifth. With $\gamma_1=0.30$ eV it finds 0.1500 eV. The numerical output lists the ratio as 1.9999 because the slope at neutrality is taken between $\pm h$ with $h=10^{-5}$ eV. Since $n(\pm h)\propto\pm h(\gamma_1+h)$, this raises the neutrality value by the fraction $h/\gamma_1$, about $3\times10^{-5}$.

## Solution of (b)

The gate voltage, counted from neutrality, must raise the Fermi level and also supply the potential drop across the oxides:

$$V_g=\frac{E}{e}+\frac{en}{C_{ox}}.$$

Differentiating with respect to the charge $Q=en$, and using $dE/dQ=e/C_Q$, gives

$$\frac{1}{C_{tot}}=\frac{dV_g}{dQ}=\frac1{C_Q}+\frac1{C_{ox}}.$$

The two oxides act in parallel, so

$$C_{ox}=\frac{2\times16\,\varepsilon_0}{5\ \text{nm}}=5.67\ \text{µF/cm}^2.$$

At neutrality $C_{tot}=(1/5.67+1/4.59)^{-1}=2.54$ µF/cm². At 0.195 eV it is $(1/5.67+1/9.18)^{-1}=3.50$ µF/cm². The terminal capacitance rises by a factor of 1.38. To see the doubling, one must subtract $1/C_{ox}$ from $1/C_{tot}$.

With one more digit kept, the charge is 1.343 µC/cm² and $C_{ox}$ is 5.667 µF/cm², so the oxide drop is $1.343/5.667=0.237$ V and $V_g=0.195+0.237=0.432$ V.

## Solution of (c)

At temperature $T$ and chemical potential $\mu$, the zero-temperature $C_Q(E)$ is averaged with the weight $-\partial f/\partial E$, where $f$ is the Fermi function. For the two bands that touch, this requires the average of $|E|$, called $F(\mu)$. Since $f$ depends on $E-\mu$, a shift of $\mu$ moves the weight rigidly, and

$$\frac{dF}{d\mu}=\int \text{sgn}(E)\left(-\frac{\partial f}{\partial E}\right)dE=f(0)-[1-f(0)]=\tanh\frac{\mu}{2k_BT}.$$

Integration gives $F=2k_BT\ln\cosh(\mu/2k_BT)+\text{const}$. For $|\mu|\gg k_BT$ the average must approach $|\mu|$, which fixes the constant at $2k_BT\ln2$. Hence

$$\frac{C_Q(\mu,T)}{C_Q(0,0)}\simeq1+\frac{4k_BT}{\gamma_1}\ln\left(2\cosh\frac{\mu}{2k_BT}\right).$$

The omitted bands beyond $\pm\gamma_1$ contribute, at $\mu=0.195$ eV and 300 K, a term of order $e^{-(\gamma_1-\mu)/k_BT}\approx5\times10^{-4}$. They are included in the figures below.

With $k_BT=0.0259$ eV, the neutrality value rises by $4\ln2\,k_BT/\gamma_1$, or 18 %, to 5.43 µF/cm². At $\mu=0.195$ eV the value changes by less than 0.1 %, because $C_Q$ is nearly linear across the thermal window and the average of a linear function is its value at the centre. Heat fills in the sharp minimum and barely changes the straight flanks where they are several $k_BT$ away from both the minimum and the step at $\gamma_1$. The ratio at 300 K is therefore 1.69, and a doubling relative to the 300 K neutrality value is reached at $\mu=0.265$ eV.

## How far the model carries

**Trigonal warping** matters most close to neutrality and at low temperature. A direct A1–B2 hopping with velocity $v_3$ changes the low-energy band, along three directions, to $|\hbar v_3k-w^2/\gamma_1|$. Between its two zeros this has a maximum at $k=v_3\gamma_1/(2\hbar v^2)$, of height $\gamma_1v_3^2/(4v^2)$. For a rough $v_3/v=0.12$ the height is 1.4 meV. Within a few times that energy of neutrality, the constant density of states of the parabola is lost: it dips at neutrality, peaks near 1.4 meV, and is still about 7 % high at 3 meV and 2 % high at 5 meV. The neutrality value in (a) is then best read as an extrapolation from energies well above 1.4 meV. At 300 K warping changes the neutrality capacitance by 0.4 %, and at zero temperature it changes the value at 0.195 eV by 0.7 %. The departure of the lattice dispersion from the linear form $w=\hbar vk$ adds a further 0.4 % at that energy. Cooling to 4.2 K brings the ratio of the unwarped model to 1.995, but $k_BT$ is then about 0.4 meV, so warping cannot be ignored: it lowers the neutrality value at 4.2 K to about 0.4 of the unwarped one, and the ratio is then far above 2.

**Skew hopping** (A1–A2 and B1–B2), with velocity $v_4=sv$, adds $-swa_2$ to the equation for $Ea_1$ and $-swb_1$ to that for $Eb_2$, with matching terms in the other two. The sums and differences still separate, with $w$ replaced by $(1\mp s)w$. In the formulas for the bands that start at neutrality, $v$ is thus replaced by $(1+s)v$ for electrons and by $(1-s)v$ for holes. For a rough $s=0.045$ the neutrality value is 4.20 µF/cm² approached from the electron side and 5.03 µF/cm² from the hole side. As velocity cancels, skew hopping alone leaves the doubling at 0.195 eV on each side.

**Site energies** do move the doubling. The directly coupled sites B1 and A2 lie at an energy $\delta$ above A1 and B2, which adds $\delta d_\pm$ to the equation for $Ed_\pm$. In the bands that start at neutrality, $\gamma_1$ is then replaced by $\gamma_1-\delta$ for electrons and by $\gamma_1+\delta$ for holes. The doubling falls at $(\gamma_1\mp\delta)/2$. For a rough $\delta=0.018$ eV this is 0.186 eV for electrons and 0.204 eV for holes.

**Real devices.** The values of $v$, $\gamma_1$ and the oxide constants are rough typical ones. Each oxide is electrically equivalent to only $5/16=0.31$ nm of vacuum, so even a thin gap between oxide and graphene matters: 0.3 nm of vacuum on each side would lower $C_{ox}$ to 2.89 µF/cm² and the factor in (b) from 1.38 to 1.24. The oxide field is 0.47 MV/cm, against a rough breakdown field of 4 MV/cm. A crude tunnelling estimate multiplies the charge per area by an attempt rate $\gamma_1/h$ and a WKB transmission factor. With a barrier 2 eV above neutrality and a mass of 0.2 electron masses, that factor is about $e^{-30}$ and the leakage is of order $10^{-5}$ A/cm² per gate; it is very sensitive to those two inputs, and halving the mass alone raises it about 6000 times. Equal layer potentials rely on the symmetric pair of gates. With a single gate, the far layer holds at most half the charge, so the interlayer energy is at most $e^2nd/(2\varepsilon_0)=0.25$ eV for a spacing $d=0.335$ nm. Screening reduces it, but since this bound exceeds the Fermi energy it cannot justify using the ungapped formula for a single-gated device. That case needs a self-consistent calculation. Exchange, correlation and disorder also alter $C_Q$, and their size has not been computed here.

## Table of computed values

```
Interlayer coupling: 0.390 eV
In-plane velocity: 1.00e+06 m/s
hbar v: 0.6582 eV nm
Low-energy mass / electron mass: 0.0343
Fermi energy: 0.195 eV
Fermi wave number: 0.5131 1/nm
Carrier density at Fermi energy: 8.381e+12 1/cm2
C_Q at neutrality: 4.591 uF/cm2
C_Q at Fermi energy: 9.182 uF/cm2
C_Q ratio, T = 0: 1.9999
Doubling energy by root search: 0.1950 eV
Same, velocity times 0.8: 0.1950 eV
Same, coupling 0.30 eV: 0.1500 eV
Largest state-count deviation: 0.15 %
Oxide thickness, each gate: 5.0 nm
Oxide relative permittivity: 16.0
Oxide capacitance, both gates: 5.667 uF/cm2
Bilayer charge magnitude: 1.343 uC/cm2
Oxide voltage drop: 0.237 V
Gate voltage from neutrality: 0.432 V
Total capacitance at neutrality: 2.536 uF/cm2
Total capacitance at Fermi energy: 3.504 uF/cm2
Total capacitance ratio: 1.382
Thermal energy at 300 K: 0.0259 eV
C_Q at neutrality, 300 K: 5.435 uF/cm2
C_Q at mu = 0.195 eV, 300 K: 9.185 uF/cm2
C_Q ratio, 300 K: 1.690
C_Q ratio, 4.2 K: 1.9949
Doubling chemical potential, 300 K: 0.265 eV
Warping velocity ratio v3/v: 0.120
Warping saddle energy: 1.40 meV
Warping change of C_Q at 0.195 eV: 0.68 %
Warping change at neutrality, 300 K: 0.40 %
Skew velocity ratio v4/v: 0.045
Skew: C_Q at 0, electron side: 4.204 uF/cm2
Skew: C_Q at 0.195 eV, electron side: 8.408 uF/cm2
Skew: C_Q ratio, electron side: 2.000
Skew: C_Q at 0, hole side: 5.034 uF/cm2
Skew: C_Q at 0.195 eV, hole side: 10.067 uF/cm2
Skew: C_Q ratio, hole side: 2.000
Lattice change of C_Q at 0.195 eV: 0.40 %
Layer spacing: 0.335 nm
Single gate: interlayer energy bound: 0.254 eV
Gap at that bound: 0.213 eV
Oxide field: 0.474 MV/cm
Rough breakdown field: 4.0 MV/cm
Rough barrier above neutrality: 2.0 eV
Rough tunnelling mass / electron mass: 0.2
WKB exponent: 29.7
Attempt rate: 9.4e+13 1/s
Crude leakage per gate: 2e-05 A/cm2
```
